# Adaptive Time Step for Collision Cascades from Displacement and Work Limits, part 1

(Sections cited here and not found follow in the second part.)

## 1. The step rule and its stability

### One atom under a constant force

An atom of mass $m$ moves along a line with speed $v\ge 0$. A constant force of magnitude $F>0$ pushes it forward, so its acceleration is $a=F/m$. In a time $h$ it travels

$$
d=vh+\tfrac12 ah^2 .
$$

Two limits are imposed on this motion: the atom may travel at most a distance $k$, and the force may do at most the work $W$. The work is $Fd$, so the second limit reads $d\le W/F$. Both are therefore limits on the same distance, and the smaller one decides:

$$
vh+\tfrac12 ah^2\le s,\qquad s=\min\!\left(k,\frac WF\right). \tag{1}
$$

The left side grows with $h$, so the largest permitted step makes (1) an equality. The positive root of $\tfrac12ah^2+vh-s=0$ is

$$
h=\frac{-v+\sqrt{v^2+2as}}{a}.
$$

When $as$ is small compared with $v^2$, the numerator is a difference of two nearly equal numbers. Multiplying numerator and denominator by $v+\sqrt{v^2+2as}$ turns the numerator into $2as$, and the factor $a$ cancels:

$$
h=\frac{2s}{v+\sqrt{v^2+2as}} . \tag{2}
$$

This form has no cancellation. Without a force it gives $h=s/v$, the time of free flight over the distance $s$. For an atom at rest it gives $h=\sqrt{2s/a}$, the time needed to cover $s$ from rest.

The constant force already shows why a cascade needs both limits. In free flight the force is small and the displacement limit acts. In a hard collision, a distance that is harmless in free flight can mean a large exchange of energy, and the work limit shortens it.

### Many atoms

Now let atom $i$ have mass $m_i$, velocity $\mathbf v_i$ and force $\mathbf F_i$ at the start of a step. The integrator is velocity Verlet,

$$
\Delta\mathbf r_i=\mathbf v_ih+\frac{\mathbf F_i}{2m_i}h^2,\qquad
\Delta\mathbf v_i=\frac{h}{2m_i}\left(\mathbf F_i+\mathbf F_i'\right), \tag{3}
$$

where the prime marks the force at the new positions. All atoms share one step. Define three maxima over the atoms,

$$
v=\max_i|\mathbf v_i|,\qquad F=\max_i|\mathbf F_i|,\qquad
a=\max_i\frac{|\mathbf F_i|}{m_i}.
$$

They may belong to three different atoms. In a compound the largest acceleration can sit on a light atom while the largest force acts on a heavy pair, so $a$ must be found separately.

The triangle inequality applied to the first equation of (3) gives

$$
|\Delta\mathbf r_i|\le|\mathbf v_i|h+\frac{|\mathbf F_i|}{2m_i}h^2
\le vh+\tfrac12ah^2 . \tag{4}
$$

If the right side is at most $s$, then no atom moves farther than $s\le k$. The work of the starting force on any atom is bounded by

$$
|\mathbf F_i\cdot\Delta\mathbf r_i|\le|\mathbf F_i|\,|\Delta\mathbf r_i|
\le Fs\le W . \tag{5}
$$

The condition is again (1), and its solution is again (2), now with the maxima inserted. With an upper limit $h_{\rm cap}$, whose size is fixed below, the rule is

$$
h=\min\!\left[h_{\rm cap},\ \frac{2s}{v+\sqrt{v^2+2as}}\right],
\qquad s=\min\!\left(k,\frac WF\right). \tag{6}
$$

The cap cannot spoil (4) or (5), because $vh+\tfrac12ah^2$ decreases when $h$ is reduced. If all forces vanish, $W/F$ is read as infinite and $s=k$. If all velocities vanish as well, the second entry is infinite and the cap is used.

The rule is conservative. It treats the fastest atom as if it also carried the largest force and acceleration, with all vectors aligned. When the fastest atom is in free flight while two slower atoms collide elsewhere, the step is shorter than either event requires. This is the price of a bound that needs three numbers and no search over pairs.

The displacement limit also depends on the frame of reference, because $v$ does. Here velocities are measured in the laboratory frame, in which the target is initially at rest.

### Relation to the product rule

With $q=2as/v^2$, the uncapped step can be written

$$
h=\frac sv\,\frac{2}{1+\sqrt{1+q}} . \tag{7}
$$

For $q\ll1$ the second factor tends to one, and

$$
h\simeq\frac sv=\min\!\left(\frac kv,\frac{W}{Fv}\right). \tag{8}
$$

This is the product rule: the power of the largest force is at most $Fv$, and it may act only until the work $W$ has been done. Inserting $h=s/v$ into the bound (4) gives

$$
vh+\tfrac12ah^2=s+\frac{as^2}{2v^2}=s\left(1+\frac q4\right),
$$

so the product rule can exceed the limit by the fraction $q/4$. For fast atoms this is negligible. For slow atoms under strong forces it is not, and at $v=0$ the product rule gives no finite step. Equation (6) covers both cases at the cost of one square root.

### What the work limit leaves out

Inequality (5) uses the force at the start of the step. The force changes during the step, and the actual work can be larger than $W$. The excess can be bounded for two atoms on a line that repel each other with a potential $V(r)$, $V'<0$, $V''>0$.

Let both atoms move in proportion along the straight path from their old to their new positions. Each moves at most $s$, so their separation changes by at most $2s$. Let $\kappa$ be the largest value of $V''$ on this path. The force $-V'$ then differs from its starting value $F$ by at most $\kappa$ times the change of separation so far. That change grows linearly along the path, so its average is half its final value, and the mean force is at most $F+\tfrac12\kappa(2s)=F+\kappa s$. The work on one atom is at most this mean force times $s$:

$$
|w|\le Fs+\kappa s^2 . \tag{9}
$$

The first term is at most $W$. Relative to $Fs$, the second is $\kappa s/F$. The length

$$
\ell=\frac{F}{V''} \tag{10}
$$

is the distance over which the force would fall to zero if it fell at its present rate. The excess is small when the step is short compared with $\ell$. The work limit is thus a control on the scale of energy exchange, and it becomes sharp only for $s\ll\ell$.

### The stability limit of one repeated step

For small departures from a reference path, the separation of two atoms behaves locally like an oscillator with angular frequency $\omega$. Take first a true oscillator, $\ddot x=-\omega^2x$, and measure velocity by $p=\dot x/\omega$, so that $x$ and $p$ have the same unit. With $\theta=\omega h$, equations (3) become

$$
x'=x+\theta p-\tfrac12\theta^2x,\qquad
p'=p-\tfrac12\theta(x+x').
$$

Inserting $x'$ in the second equation gives the matrix form

$$
\begin{pmatrix}x'\\p'\end{pmatrix}=
\begin{pmatrix}1-\frac12\theta^2&\theta\\
-\theta\left(1-\frac14\theta^2\right)&1-\frac12\theta^2\end{pmatrix}
\begin{pmatrix}x\\p\end{pmatrix}. \tag{11}
$$

The determinant is $(1-\tfrac12\theta^2)^2+\theta^2(1-\tfrac14\theta^2)=1$. The two eigenvalues therefore have product one. They lie on the unit circle and are distinct when the trace has magnitude below two, and one of them exceeds unit magnitude when the trace has magnitude above two. The trace is $2-\theta^2$, so repeated equal steps are stable for

$$
0<\omega h<2 . \tag{12}
$$

### Protection during a collision

For an equal-mass pair the reduced mass is $\mu=m/2$. The separation obeys $\mu\ddot r=-V'(r)$, and a small departure $\eta$ from a given path obeys $\mu\ddot\eta=-V''\eta$. The local frequency is therefore given by $\omega^2=V''/\mu=2V''/m$.

Suppose that this pair carries the largest force and acceleration, $a=F/m$. Since $vh\ge0$, condition (1) implies $\tfrac12ah^2\le s$, that is $h^2\le2ms/F$. Hence

$$
\omega^2h^2\le\frac{2V''}{m}\,\frac{2ms}{F}=\frac{4s}{\ell},
\qquad \omega h\le2\sqrt{\frac s\ell}. \tag{13}
$$

The condition $s<\ell$ is sufficient for the local limit (12), whatever the speed. Close to a hard core $\ell$ is short, and a fixed $k$ may become comparable with it. The work limit replaces $k$ by $W/F$, which shrinks as the force rises. Because $V''$ changes from step to step, (13) is a statement about one step at a time and not a proof that the whole trajectory is stable.

### Why a cap is needed near equilibrium

At an equilibrium position the force vanishes but the curvature does not. Then $\ell=F/V''\to0$, and (13) no longer protects the motion. At the same time small forces and velocities make the uncapped step long. The rule relaxes its control just where a vibration still sets a fixed time scale.

An oscillator released at rest from $x=0.01k$ shows the consequence. Let the force be small enough that $s=k$. The acceleration is $a=0.01\,\omega^2k$, and (2) gives

$$
\omega h=\omega\sqrt{\frac{2k}{0.01\,\omega^2k}}=\sqrt{200}=14.1 .
$$

The step obeys the displacement limit: the oscillator moves by $-k$, to $x'=-0.99k$. Its new velocity is

$$
p'=-\tfrac12(14.14)(0.01-0.99)k=6.93k .
$$

The quantity $\sqrt{x^2+p^2}$, the amplitude that the true motion would have from this state, has risen from $0.01k$ to $7.0k$. A single permitted displacement has produced strong artificial heating. After 1000 uncapped steps the amplitude is $3.8k$. The true motion conserves the amplitude, so the later decrease is also an integration error; its course is not analysed here.

With the cap $\omega h_{\rm cap}=0.2$ the final amplitude is $0.00998k$. This small difference from $0.01k$ has a simple origin. Direct use of (11) shows that a constant step conserves $p^2+(1-\tfrac14\theta^2)x^2$. Starting from $p=0$, the amplitude can therefore fall at most by the factor $\sqrt{1-0.01}=0.995$, and it does not drift.

In a harmonic solid the Verlet equations are linear, and a transformation to normal modes separates them into copies of (11). The largest mode frequency $\omega_{\max}$ then sets the necessary limit $h_{\rm cap}<2/\omega_{\max}$ for constant steps. This is a limit of stability, not a recommendation for accuracy.

### Changing the step can itself cause instability

Condition (12) assumes that the same step is repeated. Let two values $\theta_1$ and $\theta_2$ alternate, each between zero and two. The trace of the product of their matrices is

$$
\tau=2\left(1-\tfrac12\theta_1^2\right)\left(1-\tfrac12\theta_2^2\right)
-\theta_1\theta_2\left(2-\frac{\theta_1^2+\theta_2^2}{4}\right).
$$

Put $g=\theta_1\theta_2$ and $T=(\theta_1+\theta_2)^2$, so that $\theta_1^2+\theta_2^2=T-2g$. Then

$$
\begin{aligned}
\tau&=2-(T-2g)+\tfrac12g^2-2g+\tfrac14g(T-2g)\\
&=2-T\left(1-\tfrac14g\right).
\end{aligned}
$$

Since $0<g<4$, the trace is below $2$. The double step is stable if $\tau>-2$, that is if

$$
(\theta_1+\theta_2)^2\left(1-\tfrac14\theta_1\theta_2\right)<4, \tag{14}
$$

and unstable if the left side exceeds four. Equality is a boundary case. The bracket is below one, so $\theta_1+\theta_2<2$ is sufficient.

For $\theta_1=1.2$ and $\theta_2=1.6$ each step is stable when repeated. Together they give $7.84\times0.52=4.077$ and $\tau=-2.077$. The larger eigenvalue has magnitude $1.038+\sqrt{1.038^2-1}=1.32$, so the vibration can grow by 32% in every pair of steps. The mechanism is parametric: the conserved ellipse of (11) has a different shape for each $\theta$, and switching between them at the wrong phase feeds the motion.

The cap should therefore lie well below $2/\omega_{\max}$. While it is the smaller entry in (6), it also keeps the step constant, which removes the source of this instability. Condition (14) covers two alternating steps; longer patterns need their own analysis.

## 2. Energy error and cost in a collision

### Symbols and results carried over

The largest speed, force and acceleration at the start of a step are $v$, $F$ and $a$. The displacement and work limits are $k$ and $W$, and

$$
s=\min(k,W/F),\qquad h=\frac{2s}{v+\sqrt{v^2+2as}}
$$

is the uncapped step. It is close to $s/v$ when $2as\ll v^2$. For an equal-mass pair, $\mu=m/2$ is the reduced mass, $\ell=F/V''$ is the force length, and $\omega^2=V''/\mu$. The step satisfies $\omega h\le2\sqrt{s/\ell}$. The cap is not active in the collision considered here.

### The collision

An Al atom of kinetic energy $E_0=10$ keV strikes a second Al atom at rest, head-on. The atoms interact through the ZBL universal repulsion, a screened Coulomb potential. Cohesion, other neighbours and electronic stopping are left out. The example examines the integrator in the hardest part of a cascade; it does not predict damage. The limits are $k=0.05$ Å and $W=50$ eV, and the initial separation is 6 Å.

The initial speed is $v_0=2.674$ Å/fs. The centre of mass moves at $v_0/2$. With relative speed $|u|$, the two laboratory velocities are $(v_0\pm|u|)/2$, so

$$
v=\frac{v_0+|u|}{2}. \tag{15}
$$

The largest speed falls from $v_0$ to $v_0/2$ at closest approach and then returns to $v_0$. It never vanishes. In the centre-of-mass frame it would vanish at closest approach, and the small-step expansion used below would not hold there.

Half of $E_0$ belongs to the relative motion, so the turning point lies where $V=5000$ eV, at $r=0.167$ Å. The force there is $5.51\times10^4$ eV/Å and $\ell=0.067$ Å. The work limit gives

$$
s=\frac{50}{5.51\times10^4}=9.08\times10^{-4}\ \text{Å},
$$

about 55 times less than $k$. With $v=v_0/2$, the parameter in (7) is

$$
q=\frac{2as}{v^2}=\frac{2W}{m(v_0/2)^2}=\frac{4W}{E_0}=0.02 ,
$$

and the step is $(9.08\times10^{-4}/1.337)\times0.995=6.76\times10^{-4}$ fs.

The smallest step in the run, $5.91\times10^{-4}$ fs, is shorter than this. Near the turning point $r_t$, let $x=r-r_t$ and let $F_t$ be the force at $r_t$. Energy conservation gives $|u|\simeq\sqrt{2F_tx/\mu}$. The speed (15) therefore rises as $\sqrt x$ on either side, while the force falls only linearly in $x$. The product $Fv$ first increases away from the turning point, so $h\simeq W/(Fv)$ has its minima on either side of it.

The run respects both limits: the largest displacement is 0.0500 Å and the largest frozen-force work is 50.0 eV. The largest work along the path is 56.6 eV, an excess of 13% over $W$. The largest sampled $s/\ell$ is 0.28. When a fast atom approaches a nearly resting one, the separation changes by about $s$ in a step, and the average force rises by about $\tfrac12V''s$. With the largest sampled $s/\ell$, the relative excess estimated in this way is $\tfrac12(0.28)=14\%$. The step with the largest work has a somewhat smaller $s/\ell$, about 0.25.

The step rule bounds each atom's displacement and the work of the starting force, with a cap needed near equilibrium, and the Al run respects both limits although the work along the path exceeds $W$ by up to 13%. What remains is to find the energy error left after the collision and the number of steps it costs, and to compare the rule with other step choices.

All numerical values are calculated from the stated model.
